# Recurrence and Capture in a Trap Coupled to One Vibration: a program that tests the result

```python
"""
Result under test: two electronic states coupled to ONE undamped mode show
recurrences and have no capture rate; a continuum or a broadening gives a rate.
  i, f        : carrier state and trap state, coupled by a constant V
  hw, S       : mode quantum (eV) and Huang-Rhys factor
  p           : released energy divided by hw
  v           : V times the vibrational overlap of the resonant pair
  kappa       : population decay rate of the resonant trap level
  D           : density of multiphonon final states, per mode frequency
  band rate   : 2 pi V^2 D / (hbar^2 omega)
"""
import math
import numpy as np
from scipy import constants as const
from scipy.special import eval_genlaguerre, ive

hbar = const.hbar / const.e            # eV s
kB = const.k / const.e                 # eV / K

# rough values for an electron trap in SiO2 near a silicon channel
hw, S, p, V, temperature = 0.06, 20.0, 10, 1.0e-5, 300.0
lifetime, band_width = 1.0e-12, 0.5    # s ; band width in units of omega
depth_nm, side_nm, channel_mass = 1.0, 50.0, 0.4
barrier_eV, oxide_mass = 3.0, 0.5
omega = hw / hbar
period = 2 * np.pi / omega
size = 160


def mode_hamiltonians(quantum, huang_rhys, released, n):
    lower = np.diag(np.sqrt(np.arange(1, n)), 1)
    number = np.diag(np.arange(n, dtype=float))
    h_i = quantum * number
    h_f = quantum * (number + math.sqrt(huang_rhys) * (lower + lower.T)
                     + (huang_rhys - released) * np.eye(n))
    return h_i, h_f


def diagonalize_pair(quantum, huang_rhys, released, coupling, n):
    h_i, h_f = mode_hamiltonians(quantum, huang_rhys, released, n)
    c = coupling * np.eye(n)
    return np.linalg.eigh(np.block([[h_i, c], [c, h_f]]))


def trap_population(solution, t, start=0):
    energy, vectors = solution
    n = len(energy) // 2
    amplitude = vectors[n:] @ (np.exp(-1j * energy * t / hbar) * vectors[start])
    return float(np.sum(np.abs(amplitude) ** 2))


# ---- general recurrence at strong coupling (hbar = omega = 1) ----
e_strong, u_strong = diagonalize_pair(1.0, 1.0, 1.0, 0.3, 50)
weights = u_strong[0] ** 2
keep = weights > 1e-9
times = np.arange(1000.0, 100000.0, 0.5)
amp = np.zeros(len(times), dtype=complex)
for e_k, w_k in zip(e_strong[keep], weights[keep]):
    amp += w_k * np.exp(-1j * e_k * times)
returned = np.abs(amp) ** 2
mean_formula = float(np.sum(weights ** 2))
assert returned.max() > 0.9 and returned.min() < 0.2
assert abs(returned.mean() - mean_formula) < 0.01

# ---- overlaps from eigenvectors against closed forms ----
h_i, h_f = mode_hamiltonians(hw, S, p, size)
e_f, u_f = np.linalg.eigh(h_f)
poisson = np.array([math.exp(-S + m * math.log(S) - math.lgamma(m + 1))
                    for m in range(100)])
assert np.max(np.abs(u_f[0, :60] ** 2 - poisson[:60])) < 1e-10
levels = np.arange(12)
overlap = np.array([abs(u_f[n, n + p]) for n in levels])
laguerre = np.array([abs(math.exp(-S / 2) * S ** (p / 2)
                         * math.sqrt(math.factorial(n) / math.factorial(n + p))
                         * eval_genlaguerre(n, p, S)) for n in levels])
assert np.max(np.abs(overlap - laguerre)) < 1e-8
v = V * math.sqrt(poisson[p])

# ---- off resonance: bounded and periodic ----
off = diagonalize_pair(hw, S, p + 0.5, V, size)
off_one, off_two = trap_population(off, period), trap_population(off, 2 * period)
m = np.arange(100)
detuning = (p + 0.5 - m) * hw
off_formula = np.sum(4 * V**2 * poisson
                     * np.sin(detuning * period / (2 * hbar))**2 / detuning**2)
assert abs(off_one / off_formula - 1) < 1e-4
assert off_two < 1e-5 * off_one

# ---- on resonance: quadratic growth, then full return ----
on = diagonalize_pair(hw, S, p, V, size)
early_one, early_ten = trap_population(on, period), trap_population(on, 10 * period)
assert abs(early_ten / early_one - 100) < 0.1
return_time = np.pi * hbar / v
full, back = trap_population(on, return_time / 2), trap_population(on, return_time)
assert full > 0.999 and back < 1e-3
for fraction in (0.17, 0.31, 0.83):
    exact = trap_population(on, fraction * return_time)
    assert abs(exact - math.sin(np.pi * fraction) ** 2) < 1e-3
detuned = diagonalize_pair(hw, S, p + 2 * v / hw, V, size)
half_transfer = trap_population(detuned, np.pi * hbar / (v * math.sqrt(8)))
assert abs(half_transfer - 0.5) < 1e-3

# ---- thermal start ----
boltz = math.exp(-hw / (kB * temperature))
occupation = boltz / (1 - boltz)
p_n = (1 - boltz) * boltz ** levels
thermal_back = sum(q * trap_population(on, return_time, n)
                   for n, q in zip(levels, p_n))
thermal_formula = np.sum(p_n * np.sin(V * laguerre * return_time / hbar) ** 2)
assert abs(thermal_back - thermal_formula) < 1e-3
assert thermal_back < boltz + 1e-3


# ---- correlation function and its damped time integral ----
def correlation(theta):
    return np.exp(-S * (2 * occupation + 1
                        - (occupation + 1) * np.exp(-1j * theta)
                        - occupation * np.exp(1j * theta)))


for theta in (0.3, 0.3 + 2 * np.pi):
    trace = 0j
    for n in range(15):
        inner = np.sum(u_f[n] ** 2 * np.exp(-1j * e_f * theta / hw))
        trace += (1 - boltz) * boltz**n * np.exp(1j * n * theta) * inner
    assert abs(trace - np.exp(1j * p * theta) * correlation(theta)) < 1e-7

lines = np.arange(-30, 101)
argument = 2 * S * math.sqrt(occupation * (occupation + 1))
line_weight = (np.exp(-S * (2 * occupation + 1) + argument)
               * ((occupation + 1) / occupation) ** (lines / 2)
               * ive(np.abs(lines), argument))
thermal_weight = line_weight[lines == p][0]
assert abs(np.sum(p_n * overlap**2) / thermal_weight - 1) < 1e-6
nodes, node_weights = np.polynomial.legendre.leggauss(400)
theta_nodes = np.pi * (nodes + 1)


def damped_rate(released, gamma):      # gamma in units of omega
    z = 1j * released - gamma
    one_period = np.pi * np.sum(node_weights * np.exp(z * theta_nodes)
                                * correlation(theta_nodes))
    total = (one_period / (1 - np.exp(2 * np.pi * z))).real
    return 2 * V**2 / (hbar**2 * omega) * total


gammas = (0.001, 0.01, 0.1)
table = []
for gamma in gammas:
    pair = []
    for released in (p, p + 0.5):
        rate = damped_rate(released, gamma)
        lorentz = 2 * V**2 / (hbar**2 * omega) * np.sum(
            line_weight * gamma / ((released - lines) ** 2 + gamma**2))
        assert abs(rate / lorentz - 1) < 1e-6
        pair.append(rate)
    table.append(pair)
assert 9 < table[0][0] / table[1][0] < 11
assert 9 < table[1][1] / table[0][1] < 11


# ---- phonon band: running time integral against density of frequency sums ----
def running_density(released, width, count, periods):
    per_period = 200
    theta = np.arange(int(round(periods * per_period)) + 1) * 2 * np.pi / per_period
    freq = 1 - width / 2 + (np.arange(count) + 0.5) * width / count
    g = np.zeros(len(theta), dtype=complex)
    for f in freq:
        g += np.exp(-1j * f * theta) / count
    integrand = (np.exp(1j * released * theta + S * (g - 1))).real
    step = theta[1]
    total = np.concatenate(([0.0], np.cumsum(
        0.5 * step * (integrand[1:] + integrand[:-1]))))
    return lambda t: total[int(round(t * per_period))] / np.pi


def sum_density(released, width):
    density = 0.0
    for k in range(1, 40):
        x = (released - k * (1 - width / 2)) / width
        if 0 < x < k:
            terms = [(-1) ** j * math.comb(k, j) * (x - j) ** (k - 1)
                     for j in range(int(math.floor(x)) + 1)]
            density += poisson[k] * math.fsum(terms) / math.factorial(k - 1) / width
    return density


D_on, D_off = sum_density(p, band_width), sum_density(p + 0.5, band_width)
modes = 51
rephase = modes / band_width           # in mode periods
run = running_density(p, band_width, modes, rephase + 10)
run_off = running_density(p + 0.5, band_width, modes, 60)
for t in (20, 50, 90):
    assert abs(run(t) / D_on - 1) < 1e-3
assert abs(run_off(50) / D_off - 1) < 1e-3
after_rephasing = run(rephase + 10) / run(50)
assert abs(after_rephasing - 3) < 0.01
single = running_density(p, band_width, 1, 51)
single_growth = single(50.5) / single(0.5)
assert abs(single_growth - 101) < 0.1
gap = running_density(p + 0.5, 0.05, modes, 80)
assert sum_density(p + 0.5, 0.05) == 0.0 and abs(gap(70)) < 1e-5

# ---- resonant level opened to a closed quasi-continuum (hbar = kappa = 1) ----
bath = np.linspace(-30, 30, 1201)
spacing = bath[1] - bath[0]
bath_times = np.arange(0, 250, 0.5)


def bath_survival(coupling):
    h = np.diag(np.concatenate(([0.0, 0.0], bath)))
    h[0, 1] = h[1, 0] = coupling
    h[1, 2:] = h[2:, 1] = math.sqrt(spacing / (2 * np.pi))
    e, u = np.linalg.eigh(h)
    return np.abs(np.exp(-1j * np.outer(bath_times, e)) @ u[0] ** 2) ** 2


def damped_survival(coupling, t):
    s = np.sqrt(complex(1 / 16 - coupling**2))
    c = np.exp(-t / 4) * (np.cosh(s * t) + np.sinh(s * t) / (4 * s))
    return np.abs(c) ** 2


bath_return = 2 * np.pi / spacing
before = bath_times < bath_return - 5
weak, strong = bath_survival(0.1), bath_survival(0.5)
# tolerance covers the finite energy range of the bath
for curve, coupling in ((weak, 0.1), (strong, 0.5)):
    assert np.max(np.abs(curve[before]
                         - damped_survival(coupling, bath_times[before]))) < 0.02
i1, i2 = 40, 120                       # times 20 and 60
fitted = -math.log(weak[i2] / weak[i1]) / (bath_times[i2] - bath_times[i1])
assert abs(fitted / (4 * 0.1**2) - 1) < 0.08   # next order in (v/hbar kappa)^2
lowest = weak[before].min()
revived = weak[bath_times > bath_return].max()
assert lowest < 0.02 and revived > 0.3

# ---- rates and neglected effects for the example ----
band_rate = 2 * np.pi * V**2 * D_on / (hbar**2 * omega)
band_rate_off = 2 * np.pi * V**2 * D_off / (hbar**2 * omega)
kappa = 1 / lifetime
level_rate = 4 * v**2 / (hbar**2 * kappa)
others = m != p
shift = abs(np.sum(V**2 * poisson[others] / ((p - m[others]) * hw)))
mismatch = 0.01 * p * hw
mismatch_transfer = 4 * v**2 / (4 * v**2 + mismatch**2)
area = (side_nm * 1e-9) ** 2
channel_spacing = (2 * np.pi * const.hbar**2
                   / (channel_mass * const.m_e * area) / const.e)
tunnel_back = 2 * np.pi * v**2 / (hbar * channel_spacing)
decay_nm = math.sqrt(2 * oxide_mass * const.m_e * barrier_eV * const.e) / const.hbar * 1e-9

print(f"mode quantum {hw:.3f} eV; S {S:.0f}; p {p}; V {V:.1e} eV")
print(f"energy released {p*hw:.2f} eV; relaxation energy {S*hw:.2f} eV")
print(f"temperature {temperature:.0f} K; mode period {period*1e15:.2f} fs")
print("-- strong coupling test: S=1, p=1, V=0.3 hw --")
print(f"late return probability: min {returned.min():.4f}, max {returned.max():.4f}")
print(f"time of that max {times[returned.argmax()]/(2*np.pi):.1f} mode periods")
print(f"mean return: sampled {returned.mean():.4f}, formula {mean_formula:.4f}")
print("-- one undamped mode, example values --")
print(f"squared overlap 0->p {poisson[p]:.4e}; v {v:.4e} eV")
print(f"p=10.5: population after 1 period {off_one:.3e}")
print(f"p=10.5: population after 2 periods {off_two:.1e}")
print(f"p=10: population after 1 period {early_one:.3e}")
print(f"p=10: population after 10 periods {early_ten:.3e}")
print(f"return time {return_time*1e9:.3f} ns")
print(f"population at half return time {full:.6f}")
print(f"population at return time {back:.1e}")
print(f"largest transfer at detuning 2v {half_transfer:.4f}")
print(f"300 K: population at return time {thermal_back:.4f}")
print(f"300 K: upper bound 1-p_0 {boltz:.4f}")
print("-- damped rate integral at 300 K, in 1/s --")
for gamma, pair in zip(gammas, table):
    print(f"gamma/omega {gamma:.3f}: p=10 {pair[0]:.3e}; p=10.5 {pair[1]:.3e}")
print(f"undamped integral, 50.5 periods over 0.5 period {single_growth:.2f}")
print("-- phonon band, mode initially cold --")
print(f"band {hw*(1-band_width/2):.3f} to {hw*(1+band_width/2):.3f} eV")
print(f"D at p=10 {D_on:.4e}; at p=10.5 {D_off:.4e}")
print(f"D from time integral at 50 periods, p=10 {run(50):.4e}")
print(f"band capture rate p=10 {band_rate:.3e} 1/s; p=10.5 {band_rate_off:.3e} 1/s")
print(f"band capture time p=10 {1e6/band_rate:.2f} us")
print(f"band rate times mode period {band_rate*period:.1e}")
print(f"{modes} modes rephase after {rephase:.0f} periods = {rephase*period*1e12:.2f} ps")
print(f"integral after rephasing over plateau {after_rephasing:.3f}")
print(f"band width 0.05 omega, p=10.5: D {sum_density(p+0.5, 0.05):.1f}")
print("-- resonant level with finite lifetime --")
print(f"lifetime {lifetime*1e12:.1f} ps; hbar*kappa/4 {hbar*kappa/4:.3e} eV")
print(f"capture rate on resonance {level_rate:.3e} 1/s")
print(f"bath test v=0.1 hbar*kappa: rate/kappa {fitted:.4f}, formula {4*0.1**2:.4f}")
print(f"bath return time {bath_return:.1f}/kappa; lowest survival before {lowest:.4f}")
print(f"revived survival after return time {revived:.3f}")
print("-- size of neglected effects --")
print(f"hot phonons: line weight at 300 K over cold {thermal_weight/poisson[p]:.3f}")
print(f"thermal release over capture {math.exp(-p*hw/(kB*temperature)):.1e}")
print(f"second-order shift of carrier level over v {shift/v:.1e}")
print(f"1% mode mismatch: detuning {mismatch*1e3:.1f} meV, transfer {mismatch_transfer:.1e}")
print(f"channel {side_nm:.0f} nm square, mass {channel_mass}: spacing {channel_spacing*1e3:.3f} meV")
print(f"channel levels within kT {kB*temperature/channel_spacing:.0f}")
print(f"tunnelling back to channel {tunnel_back:.2e} 1/s; level decay {kappa:.1e} 1/s")
print(f"trap depth {depth_nm:.1f} nm: one quantum = {10*hw/depth_nm:.2f} MV/cm")
print(f"field width of undamped resonance {10*4*v/depth_nm:.1e} MV/cm")
print(f"barrier {barrier_eV:.1f} eV, mass {oxide_mass}: 0.1 nm deeper, rate x {math.exp(-0.2*decay_nm):.3f}")
print("done: every assertion held")
```

It prints:

```
mode quantum 0.060 eV; S 20; p 10; V 1.0e-05 eV
energy released 0.60 eV; relaxation energy 1.20 eV
temperature 300 K; mode period 68.93 fs
-- strong coupling test: S=1, p=1, V=0.3 hw --
late return probability: min 0.0006, max 0.9973
time of that max 12352.3 mode periods
mean return: sampled 0.4519, formula 0.4519
-- one undamped mode, example values --
squared overlap 0->p 5.8163e-03; v 7.6265e-07 eV
p=10.5: population after 1 period 1.059e-08
p=10.5: population after 2 periods 2.2e-24
p=10: population after 1 period 6.378e-09
p=10: population after 10 periods 6.378e-07
return time 2.711 ns
population at half return time 1.000000
population at return time 1.6e-09
largest transfer at detuning 2v 0.5000
300 K: population at return time 0.0582
300 K: upper bound 1-p_0 0.0982
-- damped rate integral at 300 K, in 1/s --
gamma/omega 0.001: p=10 4.841e+07; p=10.5 6.657e+02
gamma/omega 0.010: p=10 4.843e+06; p=10.5 6.655e+03
gamma/omega 0.100: p=10 5.062e+05; p=10.5 6.463e+04
undamped integral, 50.5 periods over 0.5 period 101.00
-- phonon band, mode initially cold --
band 0.045 to 0.075 eV
D at p=10 6.2104e-03; at p=10.5 8.1290e-03
D from time integral at 50 periods, p=10 6.2105e-03
band capture rate p=10 9.881e+04 1/s; p=10.5 1.293e+05 1/s
band capture time p=10 10.12 us
band rate times mode period 6.8e-09
51 modes rephase after 102 periods = 7.03 ps
integral after rephasing over plateau 3.000
band width 0.05 omega, p=10.5: D 0.0
-- resonant level with finite lifetime --
lifetime 1.0 ps; hbar*kappa/4 1.646e-04 eV
capture rate on resonance 5.370e+06 1/s
bath test v=0.1 hbar*kappa: rate/kappa 0.0417, formula 0.0400
bath return time 125.7/kappa; lowest survival before 0.0072
revived survival after return time 0.627
-- size of neglected effects --
hot phonons: line weight at 300 K over cold 1.644
thermal release over capture 8.3e-11
second-order shift of carrier level over v 2.8e-04
1% mode mismatch: detuning 6.0 meV, transfer 6.5e-08
channel 50 nm square, mass 0.4: spacing 0.479 meV
channel levels within kT 54
tunnelling back to channel 1.16e+07 1/s; level decay 1.0e+12 1/s
trap depth 1.0 nm: one quantum = 0.60 MV/cm
field width of undamped resonance 3.1e-05 MV/cm
barrier 3.0 eV, mass 0.5: 0.1 nm deeper, rate x 0.285
done: every assertion held
```
